# First-order band offsets: orientation independence and transitivity

**Q.** An interface carries a dipole, and the dipole depends on the atoms at the boundary. Why should two semiconductors have one potential lineup, rather than one for each crystal face?

**A.** In general they have one for each face. The question is what survives when the chemical difference is small. Let me fix the setting. A and B are insulators on the same undistorted diamond or zincblende lattice, with corresponding atoms of equal valence. The atoms stay on the ideal sites and there are no free carriers. I use mean-field theory with a short-range exchange-correlation kernel, if there is one, and Hartree atomic units.

Let $V$ be the Hartree potential energy of an electron, averaged over the planes parallel to the interface and then over one layer period. Far from the interface it is flat on each side, apart from possible fields discussed below. The lineup is

$$D(A,B)=V_A-V_B .$$

Now choose a reference crystal between A and B, built from virtual atoms. A real atom on sublattice $j$ differs from the virtual one by an amount $p_j$ of some chemical change. To first order, electron responses add:

$$\Delta n(\mathbf r)=\sum_{j,\mathbf R}p_j(\mathbf R)\,\Delta n_j(\mathbf r-\mathbf R),$$

where $\mathbf R$ runs over the sites of sublattice $j$, and $\Delta n_j$ is the self-consistent response of the infinite reference crystal to one unit substitution. If one atom needs several parameters, $j$ labels them too. The interface enters through the pattern $p_j(\mathbf R)$: $p_j^A$ on one side, $p_j^B$ on the other.

**Q.** Adding responses is harmless for short-range disturbances. Coulomb potentials are not short-range. How do you know that the sum converges to a flat potential?

**A.** By examining $\Delta n_j$ at small wavevector. With $n(\mathbf q)=\int n(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r$, Poisson's equation for electron energies reads $V(\mathbf q)=4\pi n(\mathbf q)/q^2$. This long-wave potential is the only dangerous part, so I separate it. Let $\tilde n_j(\mathbf q)$ be the response with that part switched off, and let $P(\mathbf q)$ be the density response, per volume, to a long-wave potential. Then

$$n_j=\tilde n_j+P\,\frac{4\pi n_j}{q^2}
\quad\Rightarrow\quad
n_j=\frac{\tilde n_j}{\epsilon},\qquad \epsilon(\mathbf q)=1-\frac{4\pi P(\mathbf q)}{q^2}.$$

In an insulator the remaining response is short-range, so $\tilde n_j$ and $P$ have ordinary power series in $\mathbf q$.

The constant term $\tilde n_j(0)$ is the change in electron number. With the Fermi level in the gap, a weak short-range disturbance carries no state across it, so $\tilde n_j(0)=0$. Equal valence is needed here: otherwise the bare disturbance has a Coulomb tail.

A uniform potential moves no charge either, so $P(0)=0$. The static response function is symmetric in its two positions, which gives $P(\mathbf q)=P(-\mathbf q)$ and removes odd powers. Thus $P$ starts at $q^2$. In a cubic crystal that term is isotropic, and $\epsilon$ tends to one constant from every direction.

**Q.** A neutral disturbance can still have a dipole, and a sheet of dipoles makes a potential step.

**A.** Here the site symmetry matters. Expand the exponential:

$$n_j(\mathbf q)=\int\Delta n_j\left[1-i\mathbf q\cdot\mathbf r-\tfrac12(\mathbf q\cdot\mathbf r)^2+\dots\right]d^3r .$$

The first term vanishes by neutrality. Each site has tetrahedral symmetry $T_d$, whose twofold rotations about $x$, $y$ and $z$ leave no vector unchanged, so the dipole vanishes. The same rotations remove $\int xy\,\Delta n_j$ and its partners, while the threefold rotations make the integrals with $x^2$, $y^2$ and $z^2$ equal. Therefore

$$\int r_ar_b\,\Delta n_j\,d^3r=\frac{\delta_{ab}}3Q_j,\qquad Q_j=\int r^2\Delta n_j\,d^3r,$$

$$n_j(\mathbf q)=-\tfrac16q^2Q_j+O(q^3),\qquad V_j(\mathbf q\to0)=-\frac{2\pi}{3}Q_j .$$

The integral $Q_j$ exists. The leading direction-dependent correction to $\epsilon$ is a quartic polynomial in $\mathbf q$ divided by $q^2$. The leading term of $\tilde n_j$, proportional to $q^2$, cancels that denominator and leaves a polynomial, which produces no tail. The next term of $\tilde n_j$ is an octupole, proportional to $q_xq_yq_z$, which the site symmetry allows. It gives the first non-analytic term, of order $q^5$, so the density smoothed over a cell has a tail falling as $r^{-8}$. The octupole's field also polarizes distant cells and adds oscillations within each cell that fall only as $r^{-5}$. Smoothing removes them and leaves $Q_j$ unchanged, because the total charge and dipole are zero.

**Q.** That is one substituted atom. I asked about an interface.

**A.** Stack the atoms in planes normal to a unit vector $\hat{\mathbf n}$. Let $S$ be the area per atom of sublattice $j$ in a plane and $d$ the spacing, so that $Sd=\Omega$, the primitive-cell volume. One fully substituted plane produces the planar-averaged potential

$$f_j(z)=\frac1S\int V_j\,dx\,dy,\qquad
\int f_j\,dz=\frac{V_j(\mathbf q\to0)}S .$$

Along a fixed direction, $V_j=4\pi\tilde n_j/(q^2-4\pi P)$. Numerator and denominator both start at $q^2$, so the ratio is regular at $q=0$ and $f_j$ falls off exponentially. Deep inside A, every plane that matters has the value $p_j^A$. Averaging the sum over one spacing joins the integration windows of successive planes into the whole line:

$$\frac1d\int_z^{z+d}\sum_kf_j(z'-z_k)\,dz'=\frac1d\int_{-\infty}^{\infty}f_j\,dz'
=\frac{V_j(\mathbf q\to0)}{Sd}.$$

The plateau in A is therefore $\sum_jL_jp_j^A$, and

$$D(A,B)=\sum_jL_j\,(p_j^A-p_j^B),\qquad L_j=-\frac{2\pi}{3\Omega}Q_j .$$

The direction $\hat{\mathbf n}$ has dropped out. So has the termination: moving the boundary by a plane changes the potential near it, but not the plateaus. If the atoms also differ in a short-range local potential that one wishes to count in the lineup, its cell average adds another term without direction.

For unequal valence, $V_j$ would contain a $1/q^2$ term and each plane would produce a field. The planes would have to compensate one another, and their arrangement would then affect the dipole.

**Q.** Transitivity now looks too easy. You subtract numbers assigned to each material.

**A.** At first order that is what happens. With one reference crystal,

$$D(A,B)+D(B,C)+D(C,A)=\sum_jL_j(p_j^A-p_j^B+p_j^B-p_j^C+p_j^C-p_j^A)=0 .$$

The valence-band offset is

$$\Delta E_v(A,B)=E_v(A)-E_v(B)+D(A,B),$$

where each $E_v$ is a bulk valence top measured from that bulk's mean Hartree potential. The bulk terms cancel around the triangle without any approximation, so the offsets inherit the transitivity of $D$. The same holds for conduction-band offsets.

**Q.** You could choose a different reference for each pair. Then the coefficients $L_j$ differ, and the cancellation fails.

**A.** It fails at second order. Let $a,b,c$ be the parameter vectors of A, B and C. Taking the midpoint of each pair as its reference, write $L_i(m)=L_i(0)+\sum_jM_{ij}m_j$. The second-order part of $D(A,B)$ associated with this change of reference is

$$\tfrac12(a-b)^TM(a+b)=\tfrac12\left(a^TMa-b^TMb+a^TMb-b^TMa\right).$$

Around the triangle the first two terms cancel. What remains is

$$T_2=\tfrac12\sum_{\text{pairs}}\left(a^TMb-b^TMa\right),$$

with the pairs taken in the order AB, BC, CA. It vanishes if $M$ is symmetric, that is, if $L$ is locally the gradient of a function of composition. Nothing above requires that.

For this expansion I take $D$ as the average over the two faces of a slab. A single face can have a further second-order term.

**Q.** Why does averaging two faces help?

**A.** Consider a superlattice with equally thick A and B slabs and period $\mathcal P$, and measure $D$ from slab centre to slab centre. Exchanging A and B shifts the whole structure by half a period and reverses $D$. With the midpoint as reference, the exchange also reverses every $p_j$. Hence $D$ is odd in the chemical difference: after the first-order term comes a third-order one, which may depend on orientation.

The slabs may contain uniform slopes $g_A$ and $g_B$ of $V$. Extrapolate from the centres to the faces, each a distance $\mathcal P/4$ away. With A on the left of the first face and on the right of the second,

$$D_1=D+\frac{\mathcal P}{4}(g_A+g_B),\qquad
D_2=D-\frac{\mathcal P}{4}(g_A+g_B).$$

So $D$ is the mean of the two face lineups, and $D_1-D_2=\mathcal P(g_A+g_B)/2$. Exchanging A and B leaves this difference unchanged, so it is even and starts at second order.

**Q.** I would like to see the orders separated in numbers.

**A.** Take a zincblende model with round parameters and no material's name. Each site has one orbital and a core charge of one; there are two electrons per primitive cell. The cubic lattice constant is 10.6 bohr. Before the Hartree potential is added, the reference cation and anion levels are $+0.135$ and $-0.135$ Ha; the nearest-neighbour hopping is 0.030 Ha. Electron and core charges on a site are Gaussians proportional to $e^{-r^2/(2\sigma^2)}$, with $\sigma=1.5$ bohr, interacting through a self-consistent Hartree potential. Exchange and correlation are left out. The reference gap, with the Hartree potential included, is 0.192 Ha.

The three chemical parameters are the cation level, the hopping on all four bonds of the cation, and the anion level. First-order perturbation theory, iterated to self-consistency for one substitution in a periodic 432-site cell, gives:

| Unit change | On-site response (electrons/Ha) | $Q_j$ (bohr²/Ha) | $L_j$ |
|---|---:|---:|---:|
| cation level | −0.939 | 20.03 | −0.1409 |
| cation bonds | 6.294 | −142.63 | 1.0033 |
| anion level | −0.939 | 20.03 | −0.1409 |

The last digit is limited by the cell size: in the infinite-crystal limit the moments are 20.04 and −142.65 bohr²/Ha and the bond coefficient is 1.0034. For the first row, $\Omega=10.6^3/4=297.75$ bohr³, and $L=-2\pi(20.03)/(3\times297.75)=-0.141$. Raising a level pushes electrons outward. This lowers the electron potential in the substituted region and opposes the change.

A site is coupled by hopping only to its nearest neighbours, at squared distance $3(10.6)^2/16=21.07$ bohr². If they received all the charge that leaves the site, the first $Q_j$ would be $0.939\times21.07=19.8$ bohr²/Ha, about 1% below the full value. For the bond change the same estimate has magnitude 132.6 bohr²/Ha, 7% below the full magnitude.

**Q.** The two level changes have identical coefficients. Is that required by your theorem?

**A.** No, it is a symmetry of this model. Replace electrons by holes and exchange the two sublattices by inversion through a bond centre. The reversed sign of the hopping is absorbed into the orbitals of one sublattice, and the reference returns to itself. A raised cation level becomes a lowered anion level, while the induced charge changes sign. By linearity, raising the anion level gives the inverted image of the response to raising the cation level, with the same $Q_j$.

A limiting case, which does not depend on this equality, can also be read off. Raise both levels in A by the same small energy $\varphi$. This is a long-wave external potential step, whose induced part follows from

$$n=P\left(\varphi+\frac{4\pi n}{q^2}\right)
\quad\Rightarrow\quad
\frac{4\pi n}{q^2}=-\left(1-\frac1\epsilon\right)\varphi .$$

Hence the two level coefficients must add to $-(1-1/\epsilon)$. Their sum, $-0.282$, gives $\epsilon=1/(1-0.282)=1.39$. The model screens weakly. For very large $\epsilon$ the induced potential would cancel the rigid step almost completely.

**Q.** You attached the hopping change to the cation. A bond has two ends. Does the lineup depend on your bookkeeping?

**A.** It depends on the bonds that cross the interface, and the bookkeeping decides their strength. The symmetry just used turns a cation-centred bond change into an anion-centred one and reverses the induced charge, so $L$ would change from $+1.003$ to $-1.003$. The two bulk Hamiltonians would be the same, but the interface bonds would differ and carry a different dipole. The two bulk Hamiltonians alone therefore do not fix the first-order lineup in this model. The change must be specified as a sum over atoms, which atomic potentials do in a real crystal.

**Q.** Then give me a pair of materials.

**A.** In the order cation level, hopping, anion level, let

$$p^A=(0.020,-0.002,0.010)\ \text{Ha},\qquad p^B=-p^A .$$

The first-order lineup is

$$D=-0.1409(0.040)+1.0033(-0.004)-0.1409(0.020)=-0.01247\ \text{Ha},$$

or $-0.339$ eV. Against this I set full nonlinear self-consistent solutions for superlattices with 16, 24 and 18 cation layers along (001), (110) and (111). All parameters are multiplied by a scale $s$:

| Face | $D(s=1)$, mHa | $D(s=0.5)$, mHa | First-order part at $s=1$, mHa |
|---|---:|---:|---:|
| (001) | −12.539 | −6.244 | −12.470 |
| (110) | −12.627 | −6.255 | −12.470 |
| (111) | −12.532 | −6.243 | −12.470 |

The last column uses the oddness of $D$. If $D(s)=c_1s+c_3s^3$, then $8D(0.5)-D(1)=3c_1$. For (001) this gives $[8(-6.2435)+12.5386]/3=-12.470$ mHa, up to fifth-order terms. The three directions agree with one another and, within 0.02%, with the value from single substitutions.

The last digits of $D(s=1)$ belong to these periods: where the slabs carry a field, $D$ depends slightly on thickness, and doubling the (001) period moves it from $-12.539$ to $-12.534$ mHa. For these cells, the spread among directions is 0.0946 mHa at full scale and 0.0119 mHa at half scale. The ratio, 7.9, is close to the factor 8 of a third-order effect.

**Q.** Those are averages over two faces. What would a single face show?

**A.** For (001), $D_1-D_2$ is $-2.43$ mHa at full scale and $-0.61$ mHa at half scale, a ratio of 4.0. The single-face values at full scale are thus $-12.54\mp1.22$ mHa, or about $-13.8$ and $-11.3$ mHa. At the first face A anions bond to B cations; at the second, B anions bond to A cations. Slabs bounded by two faces of the same kind carry no field and give $-13.75$ and $-11.31$ mHa respectively. The (111) differences are $-2.16$ and $-0.54$ mHa, again in the ratio 4.0.

For (110) a twofold rotation about $z$ exchanges the faces, and the computed difference is zero to the digits obtained. First-order independence of termination therefore does not make a single measured lineup insensitive to termination when the chemical difference is appreciable.

**Q.** And the triangle? Include a material that does not lie on the line between A and B.

**A.** Take $p^C=(-0.010,0,0.020)$ Ha. The (001) lineups at half scale are:

| Pair | First order, mHa | Full $D$, mHa | Bulk $E_v$ term, mHa | Valence offset, mHa |
|---|---:|---:|---:|---:|
| A/B | −6.234 | −6.244 | 10.966 | 4.722 |
| B/C | 3.822 | 4.141 | −14.813 | −10.672 |
| C/A | 2.412 | 2.471 | 3.847 | 6.318 |

The bulk terms come from separate bulk calculations. Adding the second and third numerical columns gives each offset; for A/B, $10.966-6.244=4.722$ mHa.

The first-order column sums to zero, as does the bulk column. The full lineups leave $+0.368$ mHa, and so do the offsets. Halving the scale again reduces this defect to 0.092 mHa, a ratio of 4.0, as expected from $T_2$. Relative to the magnitude of the A/B lineup, the defect falls from 5.9% to 2.9%.

The first-order value for B/C is 8% below the full one because the midpoint of that pair is not the common reference. A/B has its midpoint there, and the corresponding discrepancy is 0.2%.

**Q.** Lattice matching is rarely perfect. Suppose both materials are stretched equally along $z$. They still match each other.

**A.** They match, but the sites are no longer tetrahedral. The second moment and $\epsilon$ acquire different values along $z$ and in the plane, so the first-order coefficient in general depends on $\hat{\mathbf n}$.

An estimate follows if the site-to-site charge response is unchanged and only the distances along $z$ grow by $\lambda=1.05$. The second moment of the field-free response $\tilde n_j$ along $z$ then gains a factor $\lambda^2$ over its in-plane value, and so does $\epsilon-1$. Before stretching, the sum of the level coefficients, $-0.2818$ to four digits, gives $\epsilon-1=0.3924$. Because the volume grows by $\lambda$, this assumption gives $\epsilon_\parallel=1+0.3924/1.05=1.374$ in the plane and $\epsilon_z=1+0.374(1.1025)=1.412$. The stretch also alters the response itself, so these are rough values for the separate constants: in the stretched model they are 1.399 and 1.440, both above the unstretched 1.39, and with them the ratio below becomes 1.071. Only their ratio enters below, and a modest error common to both values of $\epsilon-1$ hardly changes it. Hence

$$\frac{D_{001}}{D_{110}}\approx\lambda^2\frac{\epsilon_\parallel}{\epsilon_z}
=1.1025\times\frac{1.374}{1.412}=1.073 .$$

The full solutions at $s=0.25$, with hopping held fixed, give $-3.354$ mHa for (001) and $-3.133$ mHa for (110), a difference of 7.1% relative to (110). In the cubic crystal the corresponding difference was only 0.2% even at $s=0.5$. Making the materials chemically more alike reduces both strained lineups, but it does not remove the first-order difference in their ratio.
